\section*{Effective series resistance of a gate finger: R/3 and R/12}

\section{Result and model}

A gate finger of end-to-end resistance $R$ adds, at low frequency, a series resistance
\begin{equation}
R_{\rm eff}=\frac{R}{3}\ \ \text{(fed at one end)},\qquad
R_{\rm eff}=\frac{R}{12}\ \ \text{(fed at both ends)}
\label{result}
\end{equation}
to the input impedance of the transistor. In the first case the far end is open. In the second, both ends are held at the same voltage.

The finger has length $W$, and $u=x/W$ runs from 0 to 1 along it. Its metal resistance is spread uniformly. So is the admittance from the metal to the device underneath, whose total is $Y$. For a plain gate capacitance $C$, $Y=j\omega C$, with time dependence $e^{j\omega t}$ and peak amplitudes. Source and drain are ac-grounded and equipotential along the finger. Low frequency means $|RY|\ll1$, or for the capacitance
\begin{equation}
\theta\equiv\omega RC\ll 1 .
\end{equation}

These resistances are not what an ohmmeter finds. A dc current sent in at one end and out at the other crosses all the metal and measures $R$. The gate signal current leaves the metal along the way, into the capacitance, so most of the metal carries less than the full current.

\section{Simplest case: one feed, nearly uniform voltage}

When $|RY|\ll1$, the voltage along the finger is nearly constant, so equal lengths draw equal current. If $I_0$ enters at $u=0$, the current still in the metal at $u$ is what the rest of the finger needs:
\begin{equation}
I(u)=I_0(1-u).
\label{profile1}
\end{equation}
It vanishes at the open end, as it must. The mean heat produced in the metal is
\begin{equation}
P=\frac12\int_0^1 R|I(u)|^2\,du
=\frac12R|I_0|^2\int_0^1(1-u)^2du
=\frac12\,\frac R3\,|I_0|^2 .
\end{equation}
A capacitance absorbs no mean power, so $P$ is all the power entering the terminal, $\frac12{\rm Re}(Z)|I_0|^2$. Hence ${\rm Re}\,Z=R/3$ at leading order.

The heat argument gives only the real part, and in this form it assumes a lossless load. The voltage drop gives more. Ohm's law for a slice is $dV=-RI\,du$, so
\begin{equation}
V_0-V(u)=RI_0\int_0^u(1-s)\,ds=RI_0\left(u-\frac{u^2}{2}\right).
\end{equation}
Averaging over the finger,
\begin{equation}
V_0-\bar V=RI_0\left(\frac12-\frac16\right)=\frac{R}{3}I_0 .
\label{meandrop}
\end{equation}
All the input current finally passes through the shunt admittance. Since that is uniform,
\begin{equation}
I_0=\int_0^1 Y\,V(u)\,du=Y\bar V .
\label{mean}
\end{equation}
This relation does not need $|RY|$ to be small. Putting $\bar V=I_0/Y$ into \eqref{meandrop} and dividing by $I_0$ gives
\begin{equation}
Z_1=\frac{V_0}{I_0}\simeq\frac1Y+\frac R3 .
\label{z1low}
\end{equation}
The admittance may now contain loss. If a charging resistance $R_i$ lies in series with the capacitance, distributed uniformly like it, then $1/Y=R_i+1/(j\omega C)$, and the input resistance is $R_i+R/3$ at this order.

\section{Second feed}

With equal voltages at both ends, symmetry sends $I_0/2$ in from each side. Counting current as positive towards larger $u$,
\begin{equation}
I(u)=I_0\left(\frac12-u\right),
\end{equation}
which is $I_0/2$ at the left end, zero in the middle and $-I_0/2$ at the right end. The heat integral becomes
\begin{equation}
\int_0^1\left(\frac12-u\right)^2du
=\left[\frac{(u-\frac12)^3}{3}\right]_0^1
=\frac13\left(\frac18+\frac18\right)=\frac1{12}.
\end{equation}
The voltage drop agrees: $V_0-V(u)=RI_0(u-u^2)/2$ has the mean $RI_0(\frac14-\frac16)=RI_0/12$. Therefore
\begin{equation}
Z_2\simeq\frac1Y+\frac R{12}.
\label{z2low}
\end{equation}

The factor of four can be read from the halves. Since no current crosses the middle, the finger may be cut there. Each half is a one-end-fed finger of resistance $R/2$, contributing $(R/2)/3=R/6$. Two equal halves in parallel give $R/12$. One factor of two comes from the shorter path and one from the parallel connection.

\section{Generalization: an imperfect second feed}

Suppose the far end is reached through a connection of resistance $R_f$, while the near end is connected directly. Let a fraction $a$ of the input current take the far route. The metal current is then $I(u)=I_0(1-a-u)$. The voltage difference between the finger ends is the same along both routes:
\begin{equation}
RI_0\int_0^1(1-a-u)\,du=RI_0\left(\frac12-a\right)=R_f\,aI_0
\ \Rightarrow\ a=\frac{R}{2(R+R_f)} .
\end{equation}
Adding the heat in the finger and in the connection,
\begin{align}
R_{\rm eff}&=R\int_0^1(1-a-u)^2du+R_fa^2
=R\left(\frac13-a+a^2\right)+R_fa^2\nonumber\\
&=\frac R3-aR+a^2(R+R_f)
=\frac R3-\frac{R^2}{4(R+R_f)} .
\label{imperfect}
\end{align}
For $R_f\to0$ this is $R/3-R/4=R/12$. For $R_f\to\infty$ it returns to $R/3$. A connection as resistive as the finger, $R_f=R$, gives $5R/24$. The value $R/12$ thus requires $R_f\ll R$. Inductance and capacitance of the connection are left out here.

\section{Generalization: any frequency}

To find how far the low-frequency values can be trusted, drop the assumption of nearly uniform voltage. Kirchhoff's laws for a slice are
\begin{equation}
\frac{dV}{du}=-RI,\qquad \frac{dI}{du}=-YV .
\end{equation}
Differentiating the first and inserting the second gives $V''=RYV=\gamma^2V$, with $\gamma^2=RY$. For one feed, $I(1)=0$ requires $V'(1)=0$, so
\begin{equation}
V(u)=V_0\frac{\cosh[\gamma(1-u)]}{\cosh\gamma},\qquad
I_0=-\frac{V'(0)}{R}=\frac{\gamma}{R}V_0\tanh\gamma .
\end{equation}
The input impedance is
\begin{equation}
Z_1=\frac{R\coth\gamma}{\gamma}.
\label{exact1}
\end{equation}
Two halves in parallel, each with $R/2$ and $Y/2$ and hence with $\gamma/2$ in place of $\gamma$, give
\begin{equation}
Z_2=\frac12\,\frac{(R/2)\coth(\gamma/2)}{\gamma/2}
=\frac{R\coth(\gamma/2)}{2\gamma}.
\label{exact2}
\end{equation}

\subsection{Low-frequency limit and first corrections}

Write $\gamma\coth\gamma=1+a_1\gamma^2+a_2\gamma^4+a_3\gamma^6+\dots$. Multiplication by $\sinh\gamma/\gamma$ must reproduce $\cosh\gamma$:
\begin{equation}
1+\frac{\gamma^2}{2}+\frac{\gamma^4}{24}+\frac{\gamma^6}{720}+\dots
=\left(1+\frac{\gamma^2}{6}+\frac{\gamma^4}{120}+\frac{\gamma^6}{5040}+\dots\right)
(1+a_1\gamma^2+a_2\gamma^4+a_3\gamma^6+\dots).
\end{equation}
Equal powers give
\begin{align}
a_1&=\frac12-\frac16=\frac13,\nonumber\\
a_2&=\frac1{24}-\frac1{120}-\frac{a_1}{6}=-\frac1{45},\nonumber\\
a_3&=\frac1{720}-\frac1{5040}-\frac{a_1}{120}-\frac{a_2}{6}=\frac2{945}.
\end{align}
Since $Z_1=R\,(\gamma\coth\gamma)/\gamma^2$ and $\gamma^2=RY$,
\begin{equation}
Z_1=\frac1Y+\frac R3-\frac{R^2Y}{45}+\frac{2R^3Y^2}{945}+\dots
\label{series1}
\end{equation}
Replacing $R,Y$ by $R/2,Y/2$ and halving the result,
\begin{equation}
Z_2=\frac1Y+\frac R{12}-\frac{R^2Y}{720}+\frac{R^3Y^2}{30240}+\dots
\end{equation}
The first two terms confirm \eqref{z1low} and \eqref{z2low}. For a pure capacitance, $RY=j\theta$. The third term is then imaginary, and the real parts change first at second order:
\begin{equation}
{\rm Re}\,Z_1=\frac R3\left(1-\frac{2\theta^2}{315}+\dots\right),\qquad
{\rm Re}\,Z_2=\frac R{12}\left(1-\frac{\theta^2}{2520}+\dots\right).
\label{recorr}
\end{equation}
The small coefficients keep the real part near its low-frequency value even when $\theta$ is not very small. From the full functions, it has fallen by 10\% at $\theta=4.33$ for one feed and $17.31$ for two. The ratio is four because the halves contain the product $(R/2)(C/2)=RC/4$. The leading correction alone would put the first of these points at $\theta=3.97$, so the truncated series is already inaccurate there. These limits belong to a line with resistance and capacitance only. The inductance of a real finger changes the real part at much smaller $\theta$, and in the opposite direction, as the worked example shows.

\subsection{High-frequency limit}

For ${\rm Re}\,\gamma\gg1$, both hyperbolic cotangents tend to 1. A finger with resistance and capacitance only reaches this condition when $\theta\gg1$. With $\gamma=\sqrt{j\theta}$,
\begin{equation}
{\rm Re}\,Z_1\to\frac{R}{\sqrt{2\theta}},\qquad
{\rm Re}\,Z_2\to\frac{R}{2\sqrt{2\theta}} .
\end{equation}
The signal then dies out before it reaches the far end or the middle. A second feed just adds a second, independent input, and the ratio of the two real parts tends to two, instead of the four found at low frequency. A real finger need not reach this limit. With a line inductance $L$, ${\rm Re}\,\gamma$ tends to the constant $(R/2)\sqrt{C/L}$, and with a charging resistance $R_i$ but no inductance, $\gamma$ tends to $\sqrt{R/R_i}$. For the worked example below these are 0.37 and 1.7, too small for the signal to die out along the finger.

\section{The voltage that drives the channel}

If the transconductance is uniform, the drain current follows the mean gate voltage. From \eqref{mean} and \eqref{series1}, for one feed,
\begin{equation}
\frac{\bar V}{V_0}=\frac1{YZ_1}
=\frac1{1+RY/3-(RY)^2/45+\dots}.
\label{control}
\end{equation}
To first order this is the voltage behind a lumped resistor $R/3$. The same resistor therefore serves the input and the drain current at this order. With two feeds it is $R/12$.

The magnitude is more delicate. With $RY=j\theta$, the denominator in \eqref{control} is $1+\theta^2/45+j\theta/3$, whose squared modulus is $1+\theta^2(2/45+1/9)=1+7\theta^2/45$ to second order. Hence $|\bar V/V_0|\simeq1-7\theta^2/90$, while the lumped resistor alone gives $1-\theta^2/18=1-5\theta^2/90$. It gives the leading phase lag, $\theta/3$, but too small a loss of amplitude.

\section{Worked example: a gallium nitride transistor finger}

Take a $100\ \mu{\rm m}$ finger with a gold T-gate head of $0.5\ \mu{\rm m}\times0.4\ \mu{\rm m}$ and thin-film resistivity $3.0\ \mu\Omega\,{\rm cm}$. The resistance per length is $150\ \Omega/{\rm mm}$, so $R=15\ \Omega$ and
\begin{equation}
\frac R3=5.0\ \Omega,\qquad \frac R{12}=1.25\ \Omega .
\end{equation}
A capacitance of $1.2\ {\rm pF/mm}$ gives $C=0.12\ {\rm pF}$. At 30 GHz its reactance is $44.2\ \Omega$, and $\theta=15/44.2=0.34$.

A discrete ladder of short resistors and shunt admittances, solved by Kirchhoff's laws at each node, tests the formulas without using the hyperbolic solution. At $\theta=0.01$ it gives $5.0000\ \Omega$ and $1.2500\ \Omega$. At 30 GHz the one-feed value is $4.996\ \Omega$; equation \eqref{recorr} predicts a fall of $5\times2(0.339)^2/315=0.004\ \Omega$. The mean gate voltage has magnitude $0.991V_0$ and phase $-6.4^\circ$ for one feed, against $0.999V_0$ and $-1.6^\circ$ for two. For one feed, $7\theta^2/90=0.009$ accounts for the lost amplitude.

\subsection{Inductance of the finger}

A line inductance $L$ changes $R$ to $R+j\omega L$ in the slice equation. The term $(R+j\omega L)/3$ still has real part $R/3$. The next term of \eqref{series1} now contributes
\begin{equation}
{\rm Re}\left[-\frac{(R+j\omega L)^2j\omega C}{45}\right]
=\frac{2R\omega^2LC}{45}
=\frac R3\,\frac{2\omega^2LC}{15}.
\end{equation}
For $L=50$ pH, $\omega L=9.42\ \Omega$ and $\omega^2LC=9.42/44.21=0.213$. The predicted rise is 2.8\%; the ladder gives 2.9\%, relative to the value without $L$. With two feeds $LC$ is divided by four, and the ladder gives 0.7\%. For this finger the inductance, not $\theta$, sets the range of the simple values: with $R+j\omega L$ in place of $R$, \eqref{exact1} and \eqref{exact2} give real parts 10\% above $R/3$ at 54 GHz ($\theta=0.61$) and 10\% above $R/12$ at 107 GHz ($\theta=1.21$).

\subsection{Hot metal}

If the local resistance varies, the leading current profile for one feed is unchanged, but the heat integral is weighted by the local value. The same holds for two feeds if the variation is symmetric about the middle. Let the metal warm by 125 K at the ends and by a further 40 K at the centre, with a parabolic profile. For a temperature coefficient of $0.0034\ {\rm K}^{-1}$, relative to the cool value, the local resistance is proportional to $1+4\epsilon u(1-u)$, with
\begin{equation}
\epsilon=\frac{0.0034\times40}{1+0.0034\times125}=0.095 .
\end{equation}
The integrals of $4u(1-u)$ with weights $1$, $(1-u)^2$ and $(\frac12-u)^2$ are $2/3$, $1/5$ and $1/30$. The effective fractions of the hot end-to-end resistance are therefore
\begin{equation}
\frac{1/3+\epsilon/5}{1+2\epsilon/3}=0.331,\qquad
\frac{1/12+\epsilon/30}{1+2\epsilon/3}=0.081 .
\end{equation}
Both lie below $1/3$ and $1/12$, because the extra resistance sits at the centre, where the weight is below its average. The larger effect is on $R$ itself, which rises to $22.7\ \Omega$. The effective values become $7.5\ \Omega$ and $1.85\ \Omega$.

\subsection{What the terminal sees}

A measured input resistance also contains terms unrelated to the metal. Take $R_i=5\ \Omega$, transconductance $g_m=40$ mS and a common source inductance $L_s=5$ pH. With all of $C$ assigned to the source, the mean voltage across the capacitance is $I_0/(j\omega C)$, and the source lead carries $I_0+g_mI_0/(j\omega C)$. Its voltage, divided by $I_0$, adds
\begin{equation}
j\omega L_s\left(1+\frac{g_m}{j\omega C}\right)=j\omega L_s+\frac{g_mL_s}{C}
\end{equation}
to the input impedance. The real term is $0.040\times5/0.12=1.67\ \Omega$, more than $R/12$. With cool metal, the simple sums are
\begin{equation}
5+5+1.67=11.67\ \Omega,\qquad 1.25+5+1.67=7.92\ \Omega .
\end{equation}
The ladder with $L$, $R_i$ and $L_s$ all present gives 11.80 and $7.92\ \Omega$. The excess for one feed comes mainly from the line inductance, which by itself lifts the metal term from 5.00 to $5.14\ \Omega$. In this example, with every other element held fixed, the second feed divides the metal term by about four but lowers the total input resistance by only a third. In a real transistor part of the capacitance goes to the drain, which changes the charging and feedback terms and hence the total.

\subsection{Comparison with real devices}

The parameters are rough values in the range of short-gate gallium nitride transistors for microwave use, not data for a particular device. Among the corrections to the metal term in the worked example, heating of the metal is the largest: under the assumed temperatures and temperature coefficient it raises the one-feed value by about half, from 5.0 to $7.5\ \Omega$, while the fraction $1/3$ changes by less than 1\%. The coefficient used is somewhat below that of pure bulk gold, about $0.0037\ {\rm K}^{-1}$, but probably high for the film assumed here. If the excess of $3.0\ \mu\Omega\,{\rm cm}$ over the bulk $2.2\ \mu\Omega\,{\rm cm}$ comes from defects and surfaces and does not depend on temperature, the coefficient is about $0.0028\ {\rm K}^{-1}$ and the rise is nearer 40\%. Skin effect is small, since the skin depth of $0.50\ \mu{\rm m}$ exceeds the $0.25\ \mu{\rm m}$ radius of a round wire of equal area; for such a wire the resistance rises by 0.13\%. Crowding of current by neighbouring conductors is not included. A real second feed also has impedance of its own, and \eqref{imperfect} shows how its resistance reduces the benefit. The computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
finger length: 100 um
gate head: 0.5 um x 0.4 um
metal resistivity: 3.0 uOhm cm
resistance per length: 150 Ohm/mm
end-to-end resistance R: 15.00 Ohm
capacitance per length: 1.2 pF/mm
gate capacitance C: 0.120 pF
frequency: 30 GHz
omega R C: 0.3393 (dimensionless)
capacitive reactance 1/(omega C): 44.21 Ohm
low-frequency ladder test at omega R C: 0.01
[one end] formula resistance: 5.0000 Ohm
[one end] low-frequency ladder: 5.0000 Ohm
[one end] ladder at example frequency: 4.9964 Ohm
[one end] |mean gate voltage/V0|: 0.9912
[one end] mean-voltage phase: -6.43 deg
[one end] omega R C for 10% fall: 4.33
[both ends] formula resistance: 1.2500 Ohm
[both ends] low-frequency ladder: 1.2500 Ohm
[both ends] ladder at example frequency: 1.2500 Ohm
[both ends] |mean gate voltage/V0|: 0.9994
[both ends] mean-voltage phase: -1.62 deg
[both ends] omega R C for 10% fall: 17.31
line inductance L: 50 pH
omega L: 9.42 Ohm
[one end] real part with L: 5.1426 Ohm
[one end] change due to L: 2.93 %
[both ends] real part with L: 1.2589 Ohm
[both ends] change due to L: 0.72 %
skin depth: 0.503 um
equal-area wire radius: 0.252 um
skin-effect rise of R: 0.13 %
temperature coefficient: 0.0034 1/K
metal temperature rise at finger ends: 125 K
extra rise at finger centre: 40 K
hot end-to-end resistance: 22.73 Ohm
[one end] hot effective fraction of R: 0.3313
[one end] hot effective resistance: 7.533 Ohm
[both ends] hot effective fraction of R: 0.0813
[both ends] hot effective resistance: 1.849 Ohm
charging resistance Ri: 5.00 Ohm
transconductance gm: 40 mS
source inductance Ls: 5 pH
source-feedback resistance gm Ls/C: 1.667 Ohm
[one end] sum of simple resistances: 11.667 Ohm
[one end] complete ladder real part: 11.798 Ohm
[both ends] sum of simple resistances: 7.917 Ohm
[both ends] complete ladder real part: 7.925 Ohm
\end{verbatim}
